Shape resonances of Tc in a thin superconducting film

**Problem**

A clean superconducting film fills 0 < z < d between hard walls. Electrons of mass m move freely in the plane. For every thickness the film holds the bulk number of electrons per volume,

n = k_F³/(3π²),

with E_F = ħ²k_F²/(2m) and λ_F = 2π/k_F. A contact attraction −g δ(r − r′), g > 0, acts between electrons whose energies both lie within ħω_D of the chemical potential μ. The bulk coupling is

λ = gN(0), N(0) = mk_F/(2π²ħ²) per spin.

Treat the pairing in mean field and at weak coupling, k_BT_c ≪ ħω_D, with g and ω_D independent of d.

(a) Find T_c as a function of d. (b) Where are its maxima and minima, and what is their period? (c) Can the film have a higher T_c than the bulk? Evaluate the case E_F = 5 eV, ħω_D = 25 meV, λ = 0.3 with the free-electron mass. These are round model parameters.

Two abbreviations are used throughout:

u = k_F d/π = d/(λ_F/2), w = ħω_D/E_F.

**A tempting solution**

The walls quantize the motion along z, so the subbands start at

E_n = ħ²π²n²/(2md²) = E_F n²/u².

A subband is occupied if E_n < E_F, that is, if n < u. The number of occupied subbands N is therefore the integer part of u. Each has the two-dimensional density of states m/(2πħ²) per spin, so the density of states per volume is

N_film = Nm/(2πħ²d) = N(0) N/u.

Putting gN_film in place of λ in the bulk formula for T_c gives

T_c/T_bulk = exp[(1/λ)(1 − u/N)].

T_c jumps up whenever u passes an integer, so the period is λ_F/2. Since N ≤ u, the film never exceeds the bulk T_c and at best equals it.

For the given parameters λ_F/2 = 0.27424 nm and T_bulk = 11.735 K. At d = 2.1255 nm, u = 7.7507 and N = 7, so

T_c = 11.735 K × exp[(1 − 7.7507/7)/0.3] = 8.2 K.

The gap equation solved below gives 15.7 K at this thickness.

**Where it fails**

The period is nearly right, but three steps are not.

First, the solution treats the density along z as uniform, |φ_n|² = 1/d. The standing waves have nodes, and two electrons in the same subband have their density maxima in the same places. The contact attraction is therefore stronger within a subband than between different subbands.

Second, it sets μ = E_F. With N occupied subbands this puts into the film the areal density

2 × m/(2πħ²) × Σ(E_F − E_n),

which is not nd. At u = 8.3 and N = 8, dividing this by nd gives

(3N/2u)[1 − (N+1)(2N+1)/(6u²)] = 0.91,

so 9% of the required electrons are missing. The true μ is higher, and the subbands open at smaller thickness.

Third, a subband does not begin to pair abruptly when its bottom passes μ. It enters gradually, while its bottom crosses the energy shell of width 2ħω_D.

**The gap equation**

The subband functions are φ_n = √(2/d) sin(πnz/d), so

φ_n² = (1/d)[1 − cos(2πnz/d)].

In the product of two such densities each single cosine integrates to zero, and the product of two cosines integrates to (d/2)δ_nn′. Hence

∫φ_n²φ_n′² dz = (1/d²)(d + ½d δ_nn′) = (1/d)(1 + ½δ_nn′).

Consider pairs with zero total in-plane momentum. Partners from different subbands n ≠ n′ would have energies differing by at least E_2 − E_1 = 3E_1. If

3E_1 > 2ħω_D,

they cannot both lie in the shell. What remains are the time-reversed pairs (n,k,↑), (n,−k,↓). Let P_nk = c_{n,−k,↓}c_{n,k,↑} remove such a pair. With film area A the interaction is

−(1/A) Σ V_nn′ P†_nk P_n′k′, V_nn′ = (g/d)(1 + ½δ_nn′).

In mean field this becomes −Σ(Δ_n P†_nk + h.c.), apart from a constant, with

Δ_n = (1/A) Σ_n′k′ V_nn′⟨P_n′k′⟩.

The average follows from the four states of one pair of orbitals. Let ξ be the energy of an orbital measured from μ. The two singly occupied states have energy ξ. The empty and the doubly occupied state are coupled by the matrix with diagonal 0, 2ξ and off-diagonal −Δ, whose eigenvalues are ξ ± ε with ε = √(ξ² + Δ²). With β = 1/(k_BT) the partition function is

Z = e^(−βξ)(2 + 2cosh βε).

Since Δ real enters the Hamiltonian as −Δ(P + P†), the derivative of k_BT ln Z with respect to Δ is 2⟨P⟩. Therefore

⟨P⟩ = ½ (Δ/ε) sinh βε/(1 + cosh βε) = (Δ/2ε) tanh(βε/2).

The gap equation is thus

Δ_n = (g/d) Σ_n′ (1 + ½δ_nn′) ∫d²k/(2π)² (Δ_n′/2ε) tanh(ε/2k_BT),

with the integral restricted to the shell |ξ| < ħω_D.

**The condition for T_c**

Close to T_c the gaps are small and ε → |ξ|. In the plane d²k/(2π)² becomes k dk/(2π) = m dξ/(2πħ²). The prefactor is

a = gm/(2πħ²d) = λπ/(k_F d) = λ/u.

Define, for a subband that reaches into the shell,

L_n = ∫ dξ tanh(ξ/2k_BT)/(2ξ), from max(−ħω_D, E_n − μ) to ħω_D,

and L_n = 0 if E_n − μ > ħω_D. The linear equation reads

Δ_n = a Σ_n′ L_n′Δ_n′ + ½aL_nΔ_n.

Call the sum term S, which does not depend on n. Then Δ_n = S/(1 − aL_n/2). Multiplying by aL_n, summing over n and dividing by S gives

Σ_n aL_n/(1 − aL_n/2) = 1.

This is the condition for T_c. At high temperature every L_n is small and the left side is below 1. On cooling, the L_n grow, and the left side reaches 1 before any aL_n reaches 2, where it would diverge. Above that temperature the linear equation has no nonzero solution: S ≠ 0 needs the sum to be 1, and S = 0 needs some aL_n = 2. The first crossing is therefore T_c, and all gaps there have the same sign.

**Between two openings**

Suppose N subbands cover the whole shell and the next has not reached it. The N integrals then share the value

L_0 = ∫₀^ħω_D dξ tanh(ξ/2k_BT)/ξ.

With x = ξ/(2k_BT) and X = ħω_D/(2k_BT) ≫ 1, integration by parts gives

L_0 = ln X − ∫₀^∞ ln x sech²x dx,

up to exponentially small terms. To find the last integral, expand sech²x = 4Σ_j (−1)^(j+1) j e^(−2jx). For s > 0 this yields

∫₀^∞ x^s sech²x dx = 2^(1−s) Γ(1+s) η(s), η(s) = Σ_j (−1)^(j+1) j^(−s).

The sum can be rewritten so that it also converges at s = 0:

η(s) = ½ + ½Σ_j (−1)^(j+1)[j^(−s) − (j+1)^(−s)].

It follows that η(0) = ½ and

η′(0) = ½Σ_j (−1)^(j+1) ln[(j+1)/j] = ½ ln(2/1 · 2/3 · 4/3 · 4/5 ···) = ½ ln(π/2),

by Wallis's product. At s = 0 the x-integral equals 1, so its derivative there equals its logarithmic derivative. With Γ′(1) = −γ,

∫₀^∞ ln x sech²x dx = −ln 2 − γ + ln(π/2) = ln(π/4) − γ.

Hence L_0 = ln[2e^γ ħω_D/(πk_BT)].

The condition for T_c is now N aL_0/(1 − aL_0/2) = 1, or aL_0(N + ½) = 1. With a = λ/u,

k_BT_c = (2e^γ/π) ħω_D exp[−u/(λ(N + ½))].

The ½ comes from the stronger attraction within a subband. The bulk result has 1/λ in the exponent, so

T_c/T_bulk = exp{(1/λ)[1 − u/(N + ½)]}.

With N fixed, T_c falls as the film thickens, because the same number of subbands is diluted over a larger thickness.

On such a plateau all gaps are equal. At T = 0 the tanh is 1, and the full gap equation becomes

1 = a(N + ½) ∫₀^ħω_D dξ/√(ξ² + Δ²) = a(N + ½) arsinh(ħω_D/Δ),

so Δ = ħω_D/sinh[u/(λ(N + ½))]. For weak coupling sinh x ≈ e^x/2, and Δ/(k_BT_c) = πe^(−γ) ≈ 1.764 as in the bulk.

**Where the subbands open**

The chemical potential follows from the electron number. Its T = 0 value is used here, and the thermal error is given below. With N occupied subbands and both spins,

nd = (m/πħ²)[Nμ − E_1 N(N+1)(2N+1)/6].

The left side is k_F²u/(3π). On the right m/ħ² = k_F²/(2E_F) and E_1 = E_F/u². Multiplying by 2π/k_F² gives

2u/3 = Nμ/E_F − N(N+1)(2N+1)/(6u²).

Subband N opens when μ = E_N, that is, μ/E_F = N²/u². Multiplying by u²,

2u³/3 = N³ − N(N+1)(2N+1)/6 = N(N−1)(4N+1)/6,

u³ = N(N−1)(4N+1)/4 = N³[1 − 3/(4N) − 1/(4N²)].

The cube root, with (1+x)^(1/3) = 1 + x/3 − x²/9 + …, is

u = N − 1/4 − 7/(48N) + …

The spacing of the openings tends to 1, so in thickness their period tends to λ_F/2. In the example the openings N = 11 and 12 are 1.0012 half wavelengths apart.

**Where T_c is largest**

Let δ = μ − E_N. The new subband contributes

L_N = ∫ from −δ to ħω_D of dξ tanh(ξ/2k_BT)/(2ξ),

which grows from 0 at δ = −ħω_D to L_0 at δ = ħω_D. The older subbands cover the whole shell during this time, because neighbouring subbands are at least 3E_1 > 2ħω_D apart.

At the upper edge all L_n equal L_0. Every term of the condition for T_c then has the same derivative with respect to its aL_n, so a small change of thickness must obey Σ d(aL_n) = 0. Three changes enter: da/a = −du/u; each L_n changes by −d ln T; and below the edge L_N also gains dδ/(2ħω_D), since tanh(ħω_D/2k_BT) ≈ 1. Thus

−N L_0 du/u − N d ln T_c + dδ/(2ħω_D) = 0.

With L_0/u = 1/[λ(N + ½)] the slope just below the edge is

d ln T_c/du = −1/[λ(N + ½)] + (1/2Nw) d(δ/E_F)/du.

The electron-number equation gives

d(δ/E_F)/du = 2/(3N) − (N+1)(2N+1)/(3u³) + 2N²/u³,

which is about 2/N for large N, since u ≈ N makes the first two terms cancel. The slope is then about −1/(λN) + 1/(N²w), positive if

Nw < λ.

Just above the edge the second term of the slope is absent and T_c falls. The maximum is therefore at μ = E_N + ħω_D, not at the opening. Setting μ/E_F = N²/u² + w in the electron-number equation gives its position:

(2/3)u³ − Nwu² = N(N−1)(4N+1)/6.

Beyond the maximum T_c falls until the next subband first touches the shell, at μ = E_(N+1) − ħω_D. From there on L_(N+1) grows by dδ/(2ħω_D), now with δ = μ − E_(N+1). For large N the terms of the condition for T_c again have nearly equal derivatives, so the slope just beyond this point is again about −1/(λN) + 1/(N²w), positive if Nw < λ. This point is therefore the following minimum. With N subbands occupied, its position obeys

(2/3)u³ + Nwu² = N(N+1)² − N(N+1)(2N+1)/6 = N(N+1)(4N+5)/6.

To first order in Nw, a shift δu of the maximum from the opening obeys 2u²δu = Nwu², so δu = Nw/2. The shift grows with N. For large N with Nw still small, the maxima therefore have the period (λ_F/2)(1 + w/2), slightly longer than that of the openings. The minima lie below the openings by the same Nw/2 to leading order, so their period is (λ_F/2)(1 − w/2), slightly shorter.

**Numbers for the film**

Take N = 8. The opening is at u³ = 8 × 7 × 33/4 = 462, u = 7.7306. The maximum is at u = 7.7507, which is d = 7.7507 × 0.27424 nm = 2.1255 nm. There

T_c = 11.735 K × exp[(1 − 7.7507/8.5)/0.3] = 11.735 K × 1.3416 = 15.74 K.

This is the thickness at which the tempting solution gave 8.2 K. The next minimum is at u = 8.7129, d = 2.389 nm:

T_c = 11.735 K × exp[(1 − 8.7129/8.5)/0.3] = 11.735 K × 0.920 = 10.80 K.

Other maxima and the minima that follow them are:

N = 4: 20.94 K at 1.020 nm, then 10.06 K at 1.291 nm
N = 6: 17.34 K at 1.574 nm, then 10.52 K at 1.841 nm
N = 10: 14.84 K at 2.677 nm, then 10.97 K at 2.937 nm

From N = 4 to N = 12 the mean spacing of the maxima is 0.2759 nm, or 1.006 half wavelengths. The excess over 1 has two parts: w/2 = 0.0025, and the remainder from the 1/N corrections to the openings.

The rise is steep but continuous. For N = 8 the new subband crosses the shell while d grows by 0.010 nm, and T_c climbs from 10.67 K to 15.74 K. At the opening itself the integrand of L_N covers half of an even function, so L_N = L_0/2. With y = aL_0 the condition for T_c is

(N−1)y/(1 − y/2) + (y/2)/(1 − y/4) = 1.

Multiplying by both denominators,

(N − ½)y − Ny²/4 = 1 − 3y/4 + y²/8,

(2N+1)y²/8 − (N + ¼)y + 1 = 0.

The smaller root is needed, because aL_0 < 2. For N = 8 it is y = 0.12525. Then L_0 = yu/λ = 3.228, and

T_c = 11.735 K × exp(1/0.3 − 3.228) = 13.04 K.

The new subband has a slightly smaller gap than the others, by the factor (1 − y/2)/(1 − y/4) = 0.968.

Using the T = 0 chemical potential matters most near an opening, where thermal occupation of the new subband lowers μ. At the N = 8 opening the shift is −0.10 meV and reduces T_c by 0.3%. The error grows in thinner films, to about 1% at the N = 4 opening and 6% at N = 2.

The numerical check solves the matrix gap equation by integration over in-plane momentum. It confirms the positions and heights of nine maxima and nine minima, and the slopes of ln T_c on the two sides of the N = 8 maximum, 2.72 and −0.39. On the N = 8 plateau at d = 2.276 nm it finds a uniform T = 0 gap of 1.932 meV with Δ/(k_BT_c) = 1.767. The small excess over 1.764 comes from replacing sinh x by e^x/2 in the weak-coupling ratio.

**How the film compares with the bulk**

For large N with Nw ≪ 1, the maximum has u ≈ N − ¼ and the minimum u ≈ N + ¾. Then

T_c/T_bulk → exp[3/(4Nλ)] at maxima, exp[−1/(4Nλ)] at minima.

So the film can exceed the bulk T_c, and over this range of thickness each resonance does. Just before the next subband reaches the shell, the film lies below the bulk. Both deviations shrink as 1/N.

The asymmetry comes from filling the whole space between the hard walls with the bulk density, which pushes μ above E_F. In a real film the electrons spill out beyond the ions. If the positive background ended 3λ_F/16 inside each wall, the film would hold n(d − 3λ_F/8) electrons per area. The openings would then tend to u = N, and the asymmetry would vanish to leading order. If a reservoir held μ = E_F instead, the openings would be at u = N, with period λ_F/2 for every N. The two exponents would then be +1/(2Nλ) and −1/(2Nλ) to leading order. The maxima, at E_F = E_N + ħω_D, would be at u = N/√(1 − w). For N = 8 that is 8.020, as the program finds.

**Where the result stops holding**

The condition 3E_1 > 2ħω_D means u² < 3/(2w), here u < 17.3 or d < 4.7 nm. In thicker films pairs from two different subbands n < m enter the shell, but the condition is only sufficient, and T_c does not change there. Since φ_nφ_m = (1/d)[cos((m−n)πz/d) − cos((m+n)πz/d)], the overlap ∫φ_nφ_mφ_j² dz vanishes for odd m − n. For even m − n it is −1/(2d) at j = (m−n)/2, +1/(2d) at j = (m+n)/2, and zero otherwise. Both values of j lie below m. As long as these older subbands cover the whole shell, which needs a spacing near μ of about 2E_F/N > 2ħω_D, or Nw < 1, they carry the same pair amplitude and the two terms cancel. The solution found above then also solves the equation with mixed pairs included. The limit that matters for the positions of the maxima and minima is Nw < λ, here N < 60.

At the thin end a = λ/u grows and weak coupling fails. With one subband the closed formula for T_c lies 2% below the solution of the full condition at u = 0.6 and 18% below it at u = 0.3.

The kinks at μ = E_N ± ħω_D come from the sharp edge of the shell. If the integrand of L_n is instead weighted by exp[−(ξ/ħω_D)²], the N = 8 maximum is rounded and moves to δ ≈ 1.3 ħω_D, while T_c/T_bulk there changes only from 1.342 to 1.337. The sharp structure also needs a well-defined thickness. For N = 4 to N = 12 the steep rises are only 0.005 to 0.016 nm wide, so even variations of d far below λ_F/2 smear them. A flat crystalline film consists of whole atomic layers and samples the curve only at separate thicknesses. If d varies across the film by about λ_F/2 = 0.27 nm, different regions sit at different phases of the oscillation, and no single phase describes the film. Fluctuations beyond mean field, and changes of the phonons or of g with thickness, are outside this model.

Computed values

```
Fermi energy E_F = 5.0 eV
Debye cutoff hbar*omega_D = 25.0 meV, w = 0.0050
bulk coupling lambda = 0.30
k_F = 11.4558 1/nm
Fermi wavelength = 0.54847 nm, half = 0.27424 nm
electron density = 50.775 1/nm^3
contact strength g = 0.03939 eV nm^3
bulk Tc = 11.735 K
3 E_1 at largest d = 99.15 meV
scan u from 3.60 to 12.30
maxima: N, u at opening, u, d (nm), Tc (K), Tc/bulk
  4   3.7084   3.7185  1.0197  20.936 1.7841
  5   4.7177   4.7302  1.2972  18.711 1.5945
  6   5.7236   5.7386  1.5737  17.340 1.4777
  7   6.7276   6.7452  1.8498  16.413 1.3986
  8   7.7306   7.7507  2.1255  15.743 1.3416
  9   8.7329   8.7555  2.4011  15.238 1.2985
 10   9.7347   9.7598  2.6765  14.844 1.2649
 11  10.7361  10.7637  2.9518  14.527 1.2379
 12  11.7373  11.7674  3.2271  14.267 1.2157
minima: N active, u, d (nm), Tc (K), Tc/bulk
  3   3.7009  1.0149   9.691 0.8258
  4   4.7077  1.2910  10.061 0.8574
  5   5.7111  1.5662  10.326 0.8799
  6   6.7127  1.8409  10.522 0.8967
  7   7.7132  2.1152  10.674 0.9096
  8   8.7129  2.3894  10.795 0.9199
  9   9.7122  2.6635  10.893 0.9282
 10  10.7112  2.9374  10.974 0.9351
 11  11.7099  3.2113  11.042 0.9410
mean spacing of maxima = 0.27592 nm
 in units of lambda_F/2 = 1.00612
last spacing of maxima / (lambda_F/2) = 1.00371
last spacing of openings / (lambda_F/2) = 1.00120
asymptotic spacing of maxima, 1+w/2 = 1.00250
resonance N = 8: u lower edge, opening, upper edge
 7.71315 7.73061 7.75067
 window width in d = 0.01029 nm
 Tc there = 10.674 13.044 15.743 K
 y at opening = 0.125253, new/old gap ratio = 0.96767
 d lnTc/du below, above maximum = 2.717, -0.392
 thermal shift of mu at opening = -0.1037 meV
 relative Tc change from it = -0.00290
plateau u = 8.30, d = 2.2762 nm: Tc = 12.692 K
 T=0 gap = 1.9321 meV, gap/(k_B Tc) = 1.7665
fixed mu: maxima N=8,9 at u = 8.0201, 9.0226
 fixed-mu spacing / (lambda_F/2) = 1.00251
```
